# Reducing a 9j symbol with one zero to a 6j symbol

## Question

I am trying to reduce a 9j symbol with one zero argument to a single 6j symbol. I expect a phase and a factor $1/\sqrt{(2e+1)(2f+1)}$, where $e$ and $f$ are the values that the zero forces to appear twice. What I cannot get right is the phase when the zero moves around the array.

For instance, summing over magnetic quantum numbers gives me

$$
\begin{Bmatrix}1&3/2&5/2\\2&7/2&5/2\\3&3&0\end{Bmatrix}=-0.01505847,
\qquad
\begin{Bmatrix}1&3/2&5/2\\3&3&0\\2&7/2&5/2\end{Bmatrix}=+0.01505847 .
$$

The magnitude is the same and the sign is not. Is there one formula for all nine positions of the zero, and how do I derive it with every sign accounted for?

## Answer

Do the reduction once, with the zero in the lower right corner, and then move the zero by exchanging rows and columns. The exchanges carry signs, and these explain your two numbers.

### Conventions

I use Condon–Shortley phases. The 9j symbol is the sum, over all magnetic numbers, of the product of six 3j symbols, one for each row and one for each column of the array. Two properties of the 3j symbol are needed:

- exchanging two of its columns multiplies it by $(-1)^{j_1+j_2+j_3}$;
- reversing all three magnetic numbers multiplies it by the same sign.

A triad $(j_1\,j_2\,j_3)$ is allowed if it satisfies the triangle inequality and has an integer sum. If any row or column is not allowed, the 9j symbol is zero, so I assume allowed triads from here on.

### What a zero does to a triad

Two angular momenta $f$ and $f'$ can couple to zero only if $|f-f'|\le 0$, that is, $f'=f$. Write the coupled state as $\sum_\varphi c_\varphi|f\varphi\rangle|f,-\varphi\rangle$. The total raising operator must annihilate it. The coefficient of $|f,\varphi+1\rangle|f,-\varphi\rangle$ in the result is

$$
\sqrt{f(f+1)-\varphi(\varphi+1)}\;(c_\varphi+c_{\varphi+1})=0 ,
$$

because raising $\varphi$ to $\varphi+1$ and raising $-\varphi-1$ to $-\varphi$ involve the same square root. Hence $c_{\varphi+1}=-c_\varphi$. Normalization over $2f+1$ terms, with $c_f>0$, gives $c_\varphi=(-1)^{f-\varphi}/\sqrt{2f+1}$. The Clebsch–Gordan coefficient and the 3j symbol are related by

$$
\langle j_1m_1j_2m_2|JM\rangle=(-1)^{j_1-j_2+M}\sqrt{2J+1}\begin{pmatrix}j_1&j_2&J\\m_1&m_2&-M\end{pmatrix}, \tag{1}
$$

and for $j_1=j_2$, $J=M=0$ the prefactor is 1. Therefore

$$
\begin{pmatrix}f&f&0\\\varphi&-\varphi&0\end{pmatrix}=\frac{(-1)^{f-\varphi}}{\sqrt{2f+1}} . \tag{2}
$$

### The zero in the lower right corner

The third row forces its two other entries to be equal, and so does the third column. If either pair is unequal, the 9j symbol vanishes. Otherwise the array is

$$
X=\begin{Bmatrix}a&b&e\\c&d&e\\f&f&0\end{Bmatrix},
$$

with triads $(a\,b\,e)$, $(c\,d\,e)$, $(a\,c\,f)$ and $(b\,d\,f)$. Insert (2) for the third row and the third column:

$$
X=N\sum(-1)^{e-\epsilon+f-\varphi}
\begin{pmatrix}a&b&e\\\alpha&\beta&\epsilon\end{pmatrix}
\begin{pmatrix}c&d&e\\\gamma&\delta&-\epsilon\end{pmatrix}
\begin{pmatrix}a&c&f\\\alpha&\gamma&\varphi\end{pmatrix}
\begin{pmatrix}b&d&f\\\beta&\delta&-\varphi\end{pmatrix}, \tag{3}
$$

where $N=1/\sqrt{(2e+1)(2f+1)}$.

This has to be compared with the definition of the 6j symbol that contains the same four triads:

$$
\begin{Bmatrix}a&b&e\\d&c&f\end{Bmatrix}=\sum(-1)^{\sum_k(j_k-m_k)}
\begin{pmatrix}a&b&e\\-m_a&-m_b&-m_e\end{pmatrix}
\begin{pmatrix}a&c&f\\m_a&-m_c&m_f\end{pmatrix}
\begin{pmatrix}d&b&f\\m_d&m_b&-m_f\end{pmatrix}
\begin{pmatrix}d&c&e\\-m_d&m_c&m_e\end{pmatrix},
$$

where $k$ runs over the six angular momenta. The magnetic numbers run over symmetric ranges, so I may rename them:

$$
m_a=-\alpha,\quad m_b=-\beta,\quad m_e=-\epsilon,\quad m_c=\gamma,\quad m_d=-\delta,\quad m_f=-\varphi .
$$

The first 3j symbol requires $\alpha+\beta+\epsilon=0$, so $\sum_k m_k=\gamma-\delta-\varphi$. With $S=a+b+c+d+e+f$,

$$
\begin{Bmatrix}a&b&e\\d&c&f\end{Bmatrix}=\sum(-1)^{S-\gamma+\delta+\varphi}
\begin{pmatrix}a&b&e\\\alpha&\beta&\epsilon\end{pmatrix}
\begin{pmatrix}a&c&f\\-\alpha&-\gamma&-\varphi\end{pmatrix}
\begin{pmatrix}d&b&f\\-\delta&-\beta&\varphi\end{pmatrix}
\begin{pmatrix}d&c&e\\\delta&\gamma&-\epsilon\end{pmatrix}. \tag{4}
$$

Now bring the 3j symbols in (3) to the forms in (4):

- $(a\,c\,f)$ needs its magnetic numbers reversed, which gives $(-1)^{a+c+f}$.
- $(b\,d\,f)$ needs a reversal and a column exchange. Each gives $(-1)^{b+d+f}$, and the two signs cancel because $b+d+f$ is an integer.
- $(c\,d\,e)$ needs a column exchange, which gives $(-1)^{c+d+e}$.

The exponent in (3) becomes

$$
(e-\epsilon+f-\varphi)+(a+c+f)+(c+d+e)=a+2c+d+2e+2f-\epsilon-\varphi .
$$

Subtract the exponent in (4):

$$
c-b+e+f-\epsilon+\gamma-\delta-2\varphi=c-b+e+f-2\delta-2\varphi .
$$

The last form uses $\epsilon=\gamma+\delta$, which the triad $(c\,d\,e)$ requires. Since $d+\delta$ and $f+\varphi$ are integers, $-2\delta$ may be replaced by $2d$ and $-2\varphi$ by $2f$ without changing the sign. The exponent is then

$$
c-b+e+f+2d+2f=(b+c+e+f)+2(d+f-b).
$$

Here $d+f-b=(b+d+f)-2b$ is an integer, so the last term is even. The relative sign no longer depends on any magnetic number and can be taken out of the sum:

$$
X=\frac{(-1)^{b+c+e+f}}{\sqrt{(2e+1)(2f+1)}}\begin{Bmatrix}a&b&e\\d&c&f\end{Bmatrix}. \tag{5}
$$

The exponent is an integer, because $b+c+e+f=(a+b+e)+(a+c+f)-2a$.

### Moving the zero

Exchange two columns of a 9j array. Each of the three row 3j symbols acquires the sign of its own row sum, while the column 3j symbols merely appear in a different order. The total sign is $(-1)^\Sigma$, where $\Sigma$ is the sum of all nine entries. Exchanging two rows gives the same sign by the same argument. For our array,

$$
\Sigma=a+b+c+d+2e+2f ,
$$

which is an integer because it is the sum of three row sums.

To put the zero in row $p$, carry the third row upward past its neighbours, keeping the other two rows in order. This takes $3-p$ exchanges. Putting it in column $q$ takes $3-q$ more. The total sign is $(-1)^{\Sigma(6-p-q)}=(-1)^{\Sigma(p+q)}$.

If $p+q$ is even, nothing changes. If $p+q$ is odd, the exponent in (5) becomes

$$
b+c+e+f+\Sigma=(a+d+e+f)+2(b+c+e+f).
$$

The last term is even, because $b+c+e+f$ is an integer. The result for a zero in row $p$ and column $q$ is therefore

$$
\boxed{\;9j=\frac{s_{pq}}{\sqrt{(2e+1)(2f+1)}}\begin{Bmatrix}a&b&e\\d&c&f\end{Bmatrix},\quad
s_{pq}=\begin{cases}(-1)^{b+c+e+f},&p+q\text{ even}\\(-1)^{a+d+e+f},&p+q\text{ odd}\end{cases}\;} \tag{6}
$$

To read off the letters, call the other two entries in the zero's row $f$ and the other two in its column $e$. Delete that row and column. The remaining block, in its original order, is $a,b$ above $c,d$.

The five arrays with phase $(-1)^{b+c+e+f}$ have the zero at a corner or in the centre:

$$
\begin{Bmatrix}0&f&f\\e&a&b\\e&c&d\end{Bmatrix},\;
\begin{Bmatrix}f&f&0\\a&b&e\\c&d&e\end{Bmatrix},\;
\begin{Bmatrix}a&e&b\\f&0&f\\c&e&d\end{Bmatrix},\;
\begin{Bmatrix}e&a&b\\e&c&d\\0&f&f\end{Bmatrix},\;
\begin{Bmatrix}a&b&e\\c&d&e\\f&f&0\end{Bmatrix}.
$$

The four with phase $(-1)^{a+d+e+f}$ have it in the middle of an edge:

$$
\begin{Bmatrix}f&0&f\\a&e&b\\c&e&d\end{Bmatrix},\;
\begin{Bmatrix}e&a&b\\0&f&f\\e&c&d\end{Bmatrix},\;
\begin{Bmatrix}a&b&e\\f&f&0\\c&d&e\end{Bmatrix},\;
\begin{Bmatrix}a&e&b\\c&e&d\\f&0&f\end{Bmatrix}.
$$

You can have a single phase for all nine if you label the edge cases differently. Exchange the names $a\leftrightarrow b$ and $c\leftrightarrow d$ there. The phase becomes $(-1)^{b+c+e+f}$, and the 6j symbol is unchanged because this only exchanges its first two columns. The position dependence has then moved from the phase into the labelling.

### Your example

Your arrays have $a=1$, $b=3/2$, $c=2$, $d=7/2$, $e=5/2$, $f=3$. The two exponents are

$$
b+c+e+f=9,\qquad a+d+e+f=10 ,
$$

so the phases are $-1$ and $+1$. The other two ingredients are

$$
\begin{Bmatrix}1&3/2&5/2\\7/2&2&3\end{Bmatrix}=\frac{1}{\sqrt{105}}=0.09759001,
\qquad
\frac{1}{\sqrt{6\cdot7}}=0.15430335 .
$$

Their product is $1/\sqrt{4410}=1/(21\sqrt{10})=\sqrt{10}/210=0.01505847$. Your first array has the zero at $(3,3)$, where $p+q=6$ is even, so its value is $-0.01505847$. The second has it at $(2,3)$, where $p+q=5$ is odd, so its value is $+0.01505847$. Both of your sums are right.

The signs do not differ for every set of arguments. The ratio of the two phases is $(-1)^{b+c-a-d}$, so a test case with $b+c-a-d$ even cannot reveal a wrong choice between them. The numerical check compares (6) with the full magnetic sum for all allowed sets with $a,\dots,f\le3/2$, at all nine positions.

### A second zero

Set $f=0$ as well. Then $c=a$ and $d=b$, and (3) can be summed directly. By (2), the triads $(a\,a\,0)$ and $(b\,b\,0)$ set $\gamma=-\alpha$ and $\delta=-\beta$, and supply $(-1)^{a-\alpha+b-\beta}/\sqrt{(2a+1)(2b+1)}$. Together with $(-1)^{e-\epsilon}$, the sign is $(-1)^{a+b+e}$, since $\alpha+\beta+\epsilon=0$. Reversing the magnetic numbers in the second 3j symbol gives the same sign again, so the two cancel. What remains is the sum of squares of one 3j symbol over all its magnetic numbers, which is 1:

$$
\begin{Bmatrix}a&b&e\\a&b&e\\0&0&0\end{Bmatrix}=\frac{1}{\sqrt{(2a+1)(2b+1)(2e+1)}} .
$$

Comparison with (5) gives the value of a 6j symbol with a zero:

$$
\begin{Bmatrix}a&b&e\\b&a&0\end{Bmatrix}=\frac{(-1)^{a+b+e}}{\sqrt{(2a+1)(2b+1)}} .
$$

### What the reduction means physically

Take four angular momenta with total angular momentum zero. One may couple $a,b$ to $e$ and $c,d$ to $e$, or $a,c$ to $f$ and $b,d$ to $f$. The intermediate values must match in pairs because the total is zero.

The overlap of the two states is a sum, over all magnetic numbers, of products of six Clebsch–Gordan coefficients. Convert them with (1). The square roots give $(2e+1)(2f+1)$. Let $\epsilon,\epsilon'$ and $\varphi,\varphi'$ be the projections of the intermediate momenta. Since $\epsilon+\epsilon'=\varphi+\varphi'=0$, the phases combine to

$$
(a-b)+(c-d)+(a-c)+(b-d)=2a-2d .
$$

The intermediate projections enter the pair 3j symbols with a minus sign. Reversing them in the two 3j symbols that contain a zero, to match the 9j definition, adds $2e+2f$. The total exponent $2(a+d+e+f)-4d$ is even, so

$$
\text{overlap}=(2e+1)(2f+1)\,X=(-1)^{b+c+e+f}\sqrt{(2e+1)(2f+1)}\begin{Bmatrix}a&b&e\\d&c&f\end{Bmatrix}.
$$

For two $p$ electrons with $J=0$, set $a=b=1$ (orbital), $c=d=1/2$ (spin), $e=L=S$ and $f=j$. The phase is $(-1)^{3/2+L+j}$:

| $L=S$ | $j$ | phase | 6j | $\sqrt{(2L+1)(2j+1)}$ | overlap |
|---|---|---|---|---|---|
| 0 | 1/2 | $+1$ | $0.40825$ | $\sqrt2$ | $0.57735$ |
| 0 | 3/2 | $-1$ | $-0.40825$ | $\sqrt4$ | $0.81650$ |
| 1 | 1/2 | $-1$ | $-0.33333$ | $\sqrt6$ | $0.81650$ |
| 1 | 3/2 | $+1$ | $-0.16667$ | $\sqrt{12}$ | $-0.57735$ |

The squares are the weights. The state with $L=S=0$ is 1/3 a pair with $j=1/2$ and 2/3 a pair with $j=3/2$, and for $L=S=1$ the weights are reversed. These are purely angular results. They apply to electrons in the same $p$ shell if both values of $j$ share one radial function.

The pair of overlaps for $L=0$ and the pair for $L=1$ are orthogonal vectors, since $0.57735\times0.81650+0.81650\times(-0.57735)=0$. Had the phase been dropped, the second and third overlaps would have changed sign, and the product would have been $0.57735\times(-0.81650)+(-0.81650)\times(-0.57735)=0$ too. This is no accident. The phase factorizes as $(-1)^{3/2+L+j}=(-1)^{L}\,(-1)^{3/2+j}$, with both exponents integers, so it is one sign for each $LS$ state times one sign for each $jj$ state. Dropping it is the same as redefining the signs of the basis states, which changes neither the weights nor the orthogonality. The phase is fixed by the Condon–Shortley convention together with the order in which the momenta are coupled. For example, coupling the two orbital momenta in the opposite order multiplies the $LS$ state by $(-1)^{1+1-L}=(-1)^L$, which reverses both overlaps for $L=1$. Weights and orthogonality therefore cannot test it. A direct comparison with states explicitly constructed in that convention and order can, and the numerical check makes that comparison.

## Computed values

```
All numbers are dimensionless; angular momenta in units of hbar
general 9j symbols used for symmetry test: 40
of these nonzero with odd sum of entries: 15
allowed sextets (a,b,c,d,e,f) up to 3/2: 181
9j symbols compared with the formula: 1629
sextets with nonzero 6j and opposite phases: 72
largest deviation below 1e-11: True
example: a=1, b=3/2, c=2, d=7/2, e=5/2, f=3
exponent b+c+e+f = 9
exponent a+d+e+f = 10
6j {a b e; d c f} = sqrt(105)/105 = 0.09759001
factor 1/sqrt((2e+1)(2f+1)) = sqrt(42)/42 = 0.15430335
product of factor and 6j = sqrt(10)/210 = 0.01505847
zero at (row,column) | array | phase | formula | magnetic sum
(1,1) | 0 3 3; 5/2 1 3/2; 5/2 2 7/2 | -1 | -0.01505847 | -0.01505847
(1,2) | 3 0 3; 1 5/2 3/2; 2 5/2 7/2 | +1 | 0.01505847 | 0.01505847
(1,3) | 3 3 0; 1 3/2 5/2; 2 7/2 5/2 | -1 | -0.01505847 | -0.01505847
(2,1) | 5/2 1 3/2; 0 3 3; 5/2 2 7/2 | +1 | 0.01505847 | 0.01505847
(2,2) | 1 5/2 3/2; 3 0 3; 2 5/2 7/2 | -1 | -0.01505847 | -0.01505847
(2,3) | 1 3/2 5/2; 3 3 0; 2 7/2 5/2 | +1 | 0.01505847 | 0.01505847
(3,1) | 5/2 1 3/2; 5/2 2 7/2; 0 3 3 | -1 | -0.01505847 | -0.01505847
(3,2) | 1 5/2 3/2; 2 5/2 7/2; 3 0 3 | +1 | 0.01505847 | 0.01505847
(3,3) | 1 3/2 5/2; 2 7/2 5/2; 3 3 0 | -1 | -0.01505847 | -0.01505847
two p electrons, J=0: L=S | j | phase | 6j | overlap | weight
0 | 1/2 | +1 | 0.40824829 | 0.57735027 | 0.33333333
0 | 3/2 | -1 | -0.40824829 | 0.81649658 | 0.66666667
1 | 1/2 | -1 | -0.33333333 | 0.81649658 | 0.66666667
1 | 3/2 | +1 | -0.16666667 | -0.57735027 | 0.33333333
sum of weights for L=S=0: 1.00000000
sum of weights for L=S=1: 1.00000000
```
